# Aliasing and shifts in Brillouin-zone meshes

A crystal calculation replaces the average of a periodic function over the Brillouin zone by an average over a finite mesh. Some oscillations of the function take the same value at every mesh point. The mesh cannot tell them from a constant and adds them to the answer. Without knowing which oscillations these are, one cannot say how the error falls as the mesh is refined, nor what a shift of the mesh does. For an integrand with the full symmetry of the crystal, a half-step shift removes the error from the shortest such oscillations in a face-centred cubic crystal if its direction is well chosen, but in a simple cubic crystal it may merely reverse the sign.

## Plane waves on a mesh

Let $\mathbf a_i$ be primitive lattice vectors and $\mathbf b_j$ the reciprocal vectors, with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. Write

$$\mathbf R=\sum_{i=1}^3 m_i\mathbf a_i,\qquad \mathbf k=\sum_{i=1}^3 x_i\mathbf b_i,\qquad \mathbf k\cdot\mathbf R=2\pi\sum_i m_ix_i, \tag{1}$$

with integers $m_i$. The functions considered have the periodicity of the reciprocal lattice, so the zone may be replaced by the cell $0\le x_i<1$. The Jacobian from $\mathbf k$ to $x_i$ is constant and cancels in an average. Therefore

$$\langle e^{i\mathbf k\cdot\mathbf R}\rangle=\prod_i\int_0^1 e^{2\pi i m_ix}\,dx=\delta_{\mathbf R,0}. \tag{2}$$

Indeed, for $m\neq0$ the integral is $(e^{2\pi i m}-1)/(2\pi i m)=0$, and for $m=0$ it is 1.

The $N_1\times N_2\times N_3$ mesh consists of the points

$$x_i=\frac{n_i+s_i}{N_i},\qquad n_i=0,1,\dots,N_i-1, \tag{3}$$

where the real numbers $s_i$ give the shift in units of the mesh step. Raising $s_i$ by 1 permutes the points, up to reciprocal lattice vectors, so $s_i$ matters only modulo 1. Denote the mesh average by $\langle\cdot\rangle_{\mathbf s}$. It factorizes as well:

$$\langle e^{i\mathbf k\cdot\mathbf R}\rangle_{\mathbf s}=\prod_i e^{2\pi i m_is_i/N_i}\,\frac1{N_i}\sum_{n=0}^{N_i-1}q_i^{\,n},\qquad q_i=e^{2\pi i m_i/N_i}. \tag{4}$$

If $N_i$ does not divide $m_i$, then $q_i\neq1$ while $q_i^{N_i}=1$, and the geometric sum is $(q_i^{N_i}-1)/(q_i-1)=0$. If $m_i=N_il_i$ with integer $l_i$, every term is 1 and the sum is $N_i$. Hence

$$\langle e^{i\mathbf k\cdot\mathbf R}\rangle_{\mathbf s}=\begin{cases}e^{2\pi i\,\mathbf l\cdot\mathbf s},& m_i=N_il_i\ \text{for all }i,\\ 0,&\text{otherwise,}\end{cases} \tag{5}$$

with $\mathbf l\cdot\mathbf s=\sum_il_is_i$. The vectors in the first line form the superlattice generated by $N_i\mathbf a_i$. Comparison with (2) shows that the mesh is exact for every $\mathbf R$ outside the superlattice, and also for $\mathbf R=0$, which belongs to it. The nonzero superlattice vectors are the ones that fail: their exact average is 0, but the mesh returns a number of modulus 1. A shift changes the phase of that number, never its modulus.

Equation (5) was tested on a triclinic lattice with a $2\times3\times4$ mesh and a generic shift. Of 4913 vectors with $|m_i|\le8$, 225 lie in the superlattice. This agrees with the count $9\times5\times5$ of multiples of 2, 3 and 4. The largest deviation from (5) was at rounding level.

## The error of a general integrand

Let $f(\mathbf k)$ be periodic with an absolutely convergent Fourier series,

$$f(\mathbf k)=\sum_{\mathbf R}f_{\mathbf R}e^{i\mathbf k\cdot\mathbf R},\qquad f_{\mathbf R}=\langle f(\mathbf k)e^{-i\mathbf k\cdot\mathbf R}\rangle,\qquad \sum_{\mathbf R}|f_{\mathbf R}|<\infty. \tag{6}$$

Absolute convergence permits averaging term by term. The exact average is $f_0$ by (2). In the mesh average, (5) retains the superlattice vectors $\mathbf L=\sum_iN_il_i\mathbf a_i$. Subtraction gives the error

$$\mathcal E(\mathbf s)=\langle f\rangle_{\mathbf s}-\langle f\rangle=\sum_{\mathbf L\neq0}f_{\mathbf L}\,e^{2\pi i\,\mathbf l\cdot\mathbf s}. \tag{7}$$

A finer mesh pushes the vectors $\mathbf L$ outwards, so the error is governed by the decay of $f_{\mathbf R}$ with distance. The shortest $\mathbf L$ give the leading error if the coefficients decay fast enough; (7) by itself does not guarantee this.

## Stars and the existence of a cancelling shift

Suppose $f(O\mathbf k)=f(\mathbf k)$ for each operation $O$ of the point group. Since $\mathbf k\cdot O\mathbf R=(O^{-1}\mathbf k)\cdot\mathbf R$, the substitution $\mathbf k=O\mathbf k'$ gives

$$f_{O\mathbf R}=\langle f(\mathbf k)e^{-i(O^{-1}\mathbf k)\cdot\mathbf R}\rangle=\langle f(O\mathbf k')e^{-i\mathbf k'\cdot\mathbf R}\rangle=f_{\mathbf R}. \tag{8}$$

The coefficients are thus equal on a star, the set of vectors generated from one $\mathbf R$ by the point group. If $f(-\mathbf k)=f(\mathbf k)$, from inversion or time reversal, then also $f_{-\mathbf R}=f_{\mathbf R}$. When the superlattice has the symmetry of the crystal, as it does for the cubic lattices below with $N_1=N_2=N_3=N$, it contains whole stars. Each contributes

$$\mathcal E_\star(\mathbf s)=f_\star S(\mathbf s),\qquad S(\mathbf s)=\sum_{\mathbf L\in\star}e^{2\pi i\,\mathbf l\cdot\mathbf s}. \tag{9}$$

With unequal $N_i$ the sum covers the part of the star that lies in the superlattice.

A shift with $S(\mathbf s)=0$ exists for every such set that is closed under inversion. The terms $\mathbf l$ and $-\mathbf l$ combine to $2\cos(2\pi\mathbf l\cdot\mathbf s)$, so $S$ is real and continuous. Every $\mathbf l$ is nonzero, so by the integral in (2)

$$\int_0^1\!\!\int_0^1\!\!\int_0^1 S(\mathbf s)\,ds_1ds_2ds_3=0. \tag{10}$$

At $\mathbf s=0$, however, $S$ equals the number of vectors, which is positive. A continuous function with zero mean that is positive somewhere must be negative elsewhere. On the straight line from $\mathbf s=0$ to a point where $S<0$, it passes through zero. This zero depends on the lattice and the mesh but not on $f$, which makes it useful.

The argument guarantees the cancellation of one star, not of two at once. It also does not promise that the zero lies at a half-step shift.

## Cubic lattices

**Simple cubic.** The shortest superlattice vectors are $\pm N\mathbf a_i$, so that

$$S_{\rm sc}=2(\cos2\pi s_1+\cos2\pi s_2+\cos2\pi s_3). \tag{11}$$

If each $s_i$ is 0 or $\tfrac12$, each cosine is $\pm1$, and a sum of three odd numbers cannot vanish. No half-step shift works. At $(\tfrac12,\tfrac12,\tfrac12)$ one finds $S=-6$ in place of $+6$: the leading error keeps its size and changes sign.

The shift $(\tfrac14,\tfrac14,\tfrac14)$ makes every cosine zero. Its effect can be stated more strongly if $f$ is even in each Cartesian component of $\mathbf k$. Then all eight meshes with $s_i=\pm\tfrac14$ have the same average. Along one axis their points are

$$\frac{n+\frac14}{N}=\frac{2n+\frac12}{2N},\qquad \frac{n-\frac14}{N}=\frac{(2n-1)+\frac12}{2N}. \tag{12}$$

The first set supplies the even indices and the second the odd indices of a half-shifted mesh with $2N$ divisions. The eight meshes together are therefore the half-shifted $2N\times2N\times2N$ mesh, and each one alone reproduces its average. For the test function $\exp(\tfrac12\sum_i\cos k_i+0.3\prod_i\cos k_i)$, with lattice constant 1, the quarter-shifted $N=3$ mesh and the half-shifted $N=6$ mesh both give 1.2153850951.

**Face-centred cubic.** With cubic lattice constant $a$, take $\mathbf a_1=\tfrac a2(0,1,1)$, $\mathbf a_2=\tfrac a2(1,0,1)$ and $\mathbf a_3=\tfrac a2(1,1,0)$. The twelve shortest lattice vectors are $\pm\mathbf a_i$ and $\pm(\mathbf a_i-\mathbf a_j)$ with $i<j$. Scaling them by $N$ gives

$$S_{\rm fcc}=2\Big[\sum_i\cos2\pi s_i+\sum_{i<j}\cos2\pi(s_i-s_j)\Big]. \tag{13}$$

At $(\tfrac12,\tfrac12,\tfrac12)$ the first sum is $-3$ and the second $+3$, so $S=0$. At $(\tfrac12,\tfrac12,0)$ the sums are $-1$ and $-1$, so $S=-4$: the leading error is reversed and reduced to a third. Half-step shifts are thus not equivalent to each other.

Later stars are easily handled in Cartesian form. Write $\mathbf L=Na(x,y,z)$. From the chosen $\mathbf a_i$, $x=(l_2+l_3)/2$, $y=(l_1+l_3)/2$ and $z=(l_1+l_2)/2$. Hence $l_1+l_2+l_3=x+y+z$ and $l_1+l_2=2z$, and the phases are

$$e^{2\pi i\,\mathbf l\cdot\mathbf s}=\begin{cases}(-1)^{x+y+z},&\mathbf s=(\tfrac12,\tfrac12,\tfrac12),\\(-1)^{2z},&\mathbf s=(\tfrac12,\tfrac12,0).\end{cases} \tag{14}$$

The second star, the six vectors of type $(\pm1,0,0)$, therefore has $S=-6$ for the first shift and $S=+6$ for the second. If $f_1$ and $f_2$ are the coefficients on the first two stars, the errors begin as

$$\begin{aligned}\mathcal E(0,0,0)&=12f_1+6f_2+\dots,\\ \mathcal E(\tfrac12,\tfrac12,0)&=-4f_1+6f_2+\dots,\\ \mathcal E(\tfrac12,\tfrac12,\tfrac12)&=-6f_2+\dots\end{aligned} \tag{15}$$

These also show when the shift is useless. If $f_1$ happens to vanish and $f_2$ dominates the rest, the first and third meshes have errors of nearly equal size and opposite sign.

**Body-centred cubic.** With $\mathbf a_1=\tfrac a2(-1,1,1)$ and its cyclic partners, the eight shortest vectors are $\pm\mathbf a_i$ and $\pm(\mathbf a_1+\mathbf a_2+\mathbf a_3)$. Thus

$$S_{\rm bcc}=2\Big[\sum_i\cos2\pi s_i+\cos2\pi(s_1+s_2+s_3)\Big]. \tag{16}$$

At $(\tfrac12,0,0)$ the bracket is $1-1=0$, and at $(\tfrac12,\tfrac12,0)$ it is $-1+1=0$. At $(\tfrac12,\tfrac12,\tfrac12)$ it is $-3-1=-4$, so $S=-8$. The shift that cancels the first fcc star fully reverses the first bcc star.

## Symmetry reduction of a shifted mesh

Points related by symmetry need to be calculated only once. With equal $N_i$, a cubic operation maps the unshifted mesh onto itself. It therefore maps a shifted mesh either onto itself or onto a mesh with no point in common, and only operations of the first kind relate points of the same mesh. For fcc and $\mathbf s=(\tfrac12,\tfrac12,\tfrac12)$ the displacement of the mesh is

$$\boldsymbol\kappa=\frac{\mathbf b_1+\mathbf b_2+\mathbf b_3}{2N}=\frac{\pi}{Na}(1,1,1). \tag{17}$$

An operation $O$ is allowed if $O\boldsymbol\kappa-\boldsymbol\kappa$ is a vector of the unshifted mesh. In units of $2\pi/(Na)$, those vectors have integer components that are all even or all odd. A cubic operation permutes the components of $\boldsymbol\kappa$ and changes some signs, so in the same units each component of the difference is 0 or $-1$. The components must be all 0 or all $-1$, which means that all signs are kept or all are reversed. With six permutations this leaves $6\times2=12$ of the 48 operations.

For $N=4$, the 64 points reduce to 8 without a shift and to 10 with it. The other 36 operations lead to differently shifted meshes. For symmetric $f$ those have the same average, but their points cannot be used to assign weights within this one. A quantity that is not invariant under the point group, such as an off-diagonal tensor component whose exact average vanishes by cubic symmetry, averages to zero on the unshifted mesh but in general not on the shifted one. It must be symmetrized over all 48 operations, which amounts to averaging over the differently shifted meshes.

## An ionic insulator

Consider two interpenetrating fcc lattices in the rock-salt arrangement, with one orbital per site, site energies $+D$ and $-D$, and hopping $t$ between nearest neighbours at distance $a/2$. The Bloch Hamiltonian and its lower band are

$$H=\begin{pmatrix}D&g\\g&-D\end{pmatrix},\quad g=2t\sum_i\cos\frac{k_ia}{2},\quad E=-\sqrt{D^2+g^2}. \tag{18}$$

Adding a vector $\mathbf b_j$ changes each $k_ia/2$ by $\pm\pi$ and reverses $g$, so $E$ is periodic. The parameters are $t=0.5$ eV and $D=4$ eV. They are illustrative and not fitted to a real salt, so the sizes of the errors below belong to this model only. Then $g^2/D^2\le(6t/D)^2=0.5625<1$, and the binomial series converges throughout the zone:

$$E=-D\sum_{n=0}^\infty\binom{1/2}{n}\Big(\frac gD\Big)^{2n}. \tag{19}$$

Since $g=t\sum_{\boldsymbol\delta}e^{i\mathbf k\cdot\boldsymbol\delta}$ over the six neighbour vectors, expanding $g^{2n}$ generates all walks of $2n$ steps. If $W_{2n}(\mathbf R)$ of them end at $\mathbf R$,

$$f_{\mathbf R}=-D\sum_n\binom{1/2}{n}\Big(\frac tD\Big)^{2n}W_{2n}(\mathbf R). \tag{20}$$

The total number of walks is $6^{2n}$, so $\sum_{\mathbf R}|f_{\mathbf R}|\le D\sum_n|\binom{1/2}{n}|(6t/D)^{2n}$, which is finite. Condition (6) holds. Equation (20) also gives the exact average $f_0=-4.177961582$ eV without any mesh.

Both leading stars, $Na(0,\tfrac12,\tfrac12)$ and $Na(1,0,0)$, are first reached after $2N$ steps. The first requires $N$ steps along each of two axes in any order, hence $\binom{2N}{N}$ walks; the second allows one. To lowest order in $t/D$,

$$\frac{f_1}{f_2}\simeq\binom{2N}{N}=6,\ 20,\ 70\qquad(N=2,3,4). \tag{21}$$

The full series gives 6.6, 25 and 97. The first star dominates because many more walks reach it, not because it is of lower order in $t/D$.

For $N=2$, $f_1=522.44$ µeV and $f_2=79.67$ µeV. Equation (15) predicts

$$\begin{aligned}12f_1+6f_2&=6269.3+478.0=6747\ \mu\text{eV},\\-4f_1+6f_2&=-2089.8+478.0=-1612\ \mu\text{eV},\\-6f_2&=-478\ \mu\text{eV}.\end{aligned} \tag{22}$$

Diagonalization on the meshes gives errors of 6797, $-1625$ and $-476$ µeV relative to the exact zone average of this model. The small differences come from later stars: the sum (7), extended over more distant vectors, passed the test against every mesh error to within $10^{-11}$ eV.

| $N$ | $(0,0,0)$ | $(\tfrac12,\tfrac12,0)$ | $(\tfrac12,\tfrac12,\tfrac12)$ |
|---|---|---|---|
| 2 | 6797 | −1625 | −476 |
| 3 | −113.5 | 34.8 | 2.24 |
| 4 | 2.18 | −0.713 | −0.0112 |

The table lists errors in µeV. By (15), the first column exceeds the last in size by a factor of about $1+2f_1/f_2$. The actual ratios are 14, 51 and 194, and their growth follows that of $f_1/f_2$. For these three meshes the signs in the first column alternate, as does the lowest term of (20) for the first star, $-D\binom{1/2}{N}(t/D)^{2N}\binom{2N}{N}$. Successive nonzero terms of (20) for this star have opposite signs, however, and the higher ones are not negligible, so the alternation need not persist on finer meshes. In fact the unshifted errors at $N=5$ and $N=6$ are both negative, $-0.033$ and $-0.00016$ µeV.

The gain should also be compared with that of a finer mesh. The shifted $N=3$ mesh has about the same error as the unshifted $N=4$ mesh, whereas the shifted $N=2$ mesh is still worse than the unshifted $N=3$ mesh. In these two cases the shift is worth at most about one step in $N$. This is not a general rule. The shifted $N=4$ mesh is already more accurate than the unshifted $N=5$ mesh, and the shifted $N=7$ mesh has an error of about the same size, $6\times10^{-9}$ µeV, as the unshifted $N=10$ mesh.

## Metals and smearing

An integrand that jumps at a sharp Fermi surface violates (6), because an absolutely convergent Fourier series has a continuous sum. For a chain of lattice constant $a$, occupied for $|k|<k_F$, the coefficients of the occupation are

$$f_R=\frac a{2\pi}\int_{-k_F}^{k_F}e^{-ikR}\,dk=\frac{a}{\pi R}\sin k_FR,\qquad R\neq0. \tag{23}$$

They fall as $1/R$ and oscillate. Their absolute sum diverges, and the first superlattice vectors need not dominate. If $\sin k_FR$ is small at $R=Na$, the coefficients at $2Na,3Na,\dots$ are at first nearly as large as the one at $Na$, and together they can outweigh it. Cancelling one star then gives no assurance of a small error.

Gaussian smearing averages the sharp occupation over Fermi-level displacements $u$ with weight $e^{-u^2/\sigma^2}/(\sigma\sqrt\pi)$. For small $\sigma$, linearize the band at the Fermi points, so that $k_F$ becomes $k_F+u/(\hbar v)$, with $v$ the Fermi velocity. In

$$\sin\Big(k_FR+\frac{uR}{\hbar v}\Big)=\sin k_FR\,\cos\frac{uR}{\hbar v}+\cos k_FR\,\sin\frac{uR}{\hbar v} \tag{24}$$

the second term is odd in $u$ and averages to zero. Completing the square in the Gaussian integral of the cosine gives

$$f_R\simeq\frac{a}{\pi R}\sin(k_FR)\,\exp\!\Big[-\Big(\frac{\sigma R}{2\hbar v}\Big)^2\Big]. \tag{25}$$

Within this linearization, absolute convergence is restored. The aliasing terms, which start at $R=Na$, are strongly damped once $Na\gg2\hbar v/\sigma$. A smaller $\sigma$ therefore demands a proportionally finer mesh. Refining the mesh at fixed $\sigma$ leads to the zone average of the smeared integrand, which in general differs from the average at $\sigma=0$. That difference is not an aliasing error, and no shift of the mesh removes it.

The numerical output below lists the star sums and gives the coefficients and mesh errors to more digits.

## Calculated quantities

```
Plane-wave test, divisions: 2 3 4
lattice vectors R tested: 4913
of these in the superlattice: 225
largest deviation from formula: 1.0e-14
First star: size, min S, mean S, half-step shifts (of 8) with S=0
sc: 6, -6.0, 0.0, 0
fcc: 12, -4.0, 0.0, 4
bcc: 8, -8.0, 0.0, 6
sc S at (1/2,1/2,1/2): -6.0
sc |S| at (1/4,1/4,1/4): 0.0
fcc S of stars 1 and 2 (rounded to integers):
  (0,0,0): 12 6
  (1/2,1/2,0): -4 6
  (1/2,1/2,1/2): 0 -6
sc test function, N=3 quarter shift: 1.2153850951
sc test function, N=6 half shift: 1.2153850951
Insulator: t = 0.5 eV, D = 4.0 eV
exact zone average: -4.177961582 eV
N=2: f1 = 522.44466 ueV, f2 = 79.67322 ueV
  (0,0,0): error 6796.9720 ueV, two stars 6747.3752 ueV
  (1/2,1/2,0): error -1625.2200 ueV, two stars -1611.7393 ueV
  (1/2,1/2,1/2): error -475.9624 ueV, two stars -478.0393 ueV
  |error| ratio (0,0,0) to (1/2,1/2,1/2): 14.3
N=3: f1 = -9.28192 ueV, f2 = -0.37284 ueV
  (0,0,0): error -113.4635 ueV, two stars -113.6201 ueV
  (1/2,1/2,0): error 34.8382 ueV, two stars 34.8907 ueV
  (1/2,1/2,1/2): error 2.2369 ueV, two stars 2.2370 ueV
  |error| ratio (0,0,0) to (1/2,1/2,1/2): 50.7
N=4: f1 = 0.18091 ueV, f2 = 0.00187 ueV
  (0,0,0): error 2.1828 ueV, two stars 2.1821 ueV
  (1/2,1/2,0): error -0.7126 ueV, two stars -0.7124 ueV
  (1/2,1/2,1/2): error -0.0112 ueV, two stars -0.0112 ueV
  |error| ratio (0,0,0) to (1/2,1/2,1/2): 194.3
fcc N=4 mesh: points, operations kept, irreducible points
  (0,0,0): 64, 48, 8
  (1/2,1/2,1/2): 64, 12, 10
```
